\section*{Finding every stable surface termination with one sort and one sweep}

\section{A surface under a changing gas}

During atomic layer deposition the surface of a growing compound MX meets a gas whose pressure rises in a pulse and falls in a purge. If the gas is X$_2$, a high pressure favours a surface covered with additional X, and a low pressure favours a bare or metal-rich one. Suppose that free energies have been computed for many slabs, each with a different termination. Which terminations are thermodynamically stable at some pressure, and where does one give way to the next?

At fixed temperature each termination is a straight line in a plot of surface free energy against the chemical potential of X. The stable ones form the lower envelope of these lines. A scan over a grid of chemical potentials could step over a narrow stability interval, and comparing all pairs of lines costs $N(N-1)/2$ crossings for $N$ candidates. Sorting the lines by slope first makes a single pass sufficient.

\section{From slabs to lines}

Let a slab contain $n_M$ atoms of M and $n_X$ atoms of X, have free energy $G$, and expose two equal faces of area $A$ each. Its surface free energy is the cost of the slab relative to the reservoirs that supplied its atoms:
\begin{equation}
\gamma=\frac{G-n_M\mu_M-n_X\mu_X}{2A}.
\label{def}
\end{equation}
The surface is in equilibrium with bulk MX, of free energy $g_{MX}$ per formula unit, so $\mu_M+\mu_X=g_{MX}$. Inserting $\mu_M=g_{MX}-\mu_X$ gives
\begin{align}
2A\gamma&=G-n_M(g_{MX}-\mu_X)-n_X\mu_X\nonumber\\
&=G-n_Mg_{MX}-(n_X-n_M)\mu_X .
\end{align}
Now measure $\mu_X$ from $g_X$, half the free energy of an X$_2$ molecule at the working temperature and a reference pressure $p_0$, by writing $\mu_X=g_X+\mu$. Then
\begin{equation}
\gamma(\mu)=a-\Gamma\mu,\qquad \Gamma=\frac{n_X-n_M}{2A},
\label{line}
\end{equation}
\begin{equation}
a=\frac{G-n_Mg_{MX}-(n_X-n_M)g_X}{2A}.
\label{intercept}
\end{equation}
The slope is minus the excess of X per area: a surface rich in X becomes cheaper as X becomes easier to obtain. The relations hold in atomic units; the numbers below are in eV and \AA.

Linearity requires that $a$ stay fixed while $\mu$ varies. We therefore change $\mu$ through the gas pressure at fixed temperature, and neglect the pressure dependence of the slab and bulk free energies.

The range of $\mu$ is limited. Bulk M must not precipitate, so $\mu_M\le g_M$. With $\mu_M=g_{MX}-g_X-\mu$ this becomes
\begin{equation}
\mu\ge g_{MX}-g_M-g_X .
\end{equation}
At the upper end we take $\mu\le0$, which means that the gas pressure does not exceed $p_0$. This is a choice of operating range, not a stability limit of MX. We assume that M and MX are the only bulk phases. In real systems other compounds can narrow the window from either side: a phase MX$_2$ requires $\mu\le g_{MX_2}-g_{MX}-g_X$, and a phase M$_2$X can raise the lower bound.

\section{Nine terminations by hand}

Take a model compound with $g_{MX}=-10$, $g_M=-3$ and $g_X=-4$~eV, and a $(1\times1)$ surface cell of 20~\AA$^2$. These are round parameters and stand for no real material. The window is $-10+3+4=-3\le\mu\le0$~eV.

Names give the extra atoms per $(1\times1)$ cell on each face: \texttt{M/2} has half an M atom more than the stoichiometric surface \texttt{S}, and \texttt{X2} has two X atoms more. A second stoichiometric structure is called \texttt{S*}.

The slab for \texttt{M/2} is a $(2\times1)$ cell with $n_M=14$, $n_X=12$ and $G=-121.6$~eV. Its two faces have total area $2\times2\times20=80$~\AA$^2$, so
\begin{align}
\Gamma&=\frac{12-14}{80}=-0.025\ \text{\AA}^{-2},\\
a&=\frac{-121.6+140-(-2)(-4)}{80}=0.130\ \text{eV/\AA}^2 .
\end{align}
Treating all nine slabs in this way and sorting by $\Gamma$ gives the following list.
\begin{center}
\begin{tabular}{lrr}
name & $\Gamma$ (\AA$^{-2}$) & $a$ (eV/\AA$^2$)\\
\texttt{M2} & $-0.1000$ & 0.3550\\
\texttt{M} & $-0.0500$ & 0.1850\\
\texttt{M/2} & $-0.0250$ & 0.1300\\
\texttt{S} & 0.0000 & 0.1000\\
\texttt{S*} & 0.0000 & 0.1075\\
\texttt{X/4} & 0.0125 & 0.0950\\
\texttt{X/2} & 0.0250 & 0.0925\\
\texttt{X} & 0.0500 & 0.0700\\
\texttt{X2} & 0.1000 & 0.0900
\end{tabular}
\end{center}
\texttt{S*} is parallel to \texttt{S} and higher, so it is never lowest and can be dropped at once.

Two lines $i$ and $j$ with different slopes cross where $a_i-\Gamma_i\mu=a_j-\Gamma_j\mu$, that is, at
\begin{equation}
\mu_{ij}=\frac{a_j-a_i}{\Gamma_j-\Gamma_i}.
\label{cross}
\end{equation}
We read the lines in order and keep a stack of those that may still be stable. \texttt{M2} and \texttt{M} enter first; they cross at $(0.185-0.355)/0.05=-3.4$~eV. Next comes \texttt{M/2}, which crosses \texttt{M} at $(0.130-0.185)/0.025=-2.2$~eV. Thus \texttt{M} takes over from \texttt{M2} at $-3.4$ and yields to \texttt{M/2} at $-2.2$: it has an interval of its own and stays.

In the same way \texttt{S} crosses \texttt{M/2} at $-1.2$, \texttt{X/4} crosses \texttt{S} at $-0.4$, and \texttt{X/2} crosses \texttt{X/4} at $-0.2$~eV. The crossings keep increasing, so nothing is removed.

The arrival of \texttt{X} changes this. It crosses \texttt{X/2} at
\[
\frac{0.0700-0.0925}{0.0500-0.0250}=-0.9\ \text{eV}.
\]
But \texttt{X/2} does not pass below \texttt{X/4} until $-0.2$~eV, when \texttt{X} is already lower. So \texttt{X/2} has no interval and is removed. The new neighbour of \texttt{X} is \texttt{X/4}, and the question must be asked again. They cross at $-0.025/0.0375=-0.667$~eV, before \texttt{X/4} passes below \texttt{S} at $-0.4$. So \texttt{X/4} is removed too. Finally \texttt{X} crosses \texttt{S} at $-0.03/0.05=-0.6$~eV, which lies above $-1.2$, and \texttt{S} stays.

The last line, \texttt{X2}, crosses \texttt{X} at $0.02/0.05=0.4$~eV, and \texttt{X} stays. The full envelope is \texttt{M2}, \texttt{M}, \texttt{M/2}, \texttt{S}, \texttt{X}, \texttt{X2}. The first and last of these are stable below $-3.4$ and above $0.4$~eV, outside the window. Inside it remain:
\begin{center}
\begin{tabular}{lcc}
name & interval of $\mu$ (eV) & $\gamma$ at the ends (eV/\AA$^2$)\\
\texttt{M} & $-3.0$ to $-2.2$ & 0.035, 0.075\\
\texttt{M/2} & $-2.2$ to $-1.2$ & 0.075, 0.100\\
\texttt{S} & $-1.2$ to $-0.6$ & 0.100, 0.100\\
\texttt{X} & $-0.6$ to $0.0$ & 0.100, 0.070
\end{tabular}
\end{center}
The three transitions lie at $-0.0808$, $-0.0441$ and $-0.0220$ hartree. The surface free energy rises while the surface is metal-rich, is flat for \texttt{S}, whose excess is zero, and falls once there is excess X. It is positive throughout the window. A negative value would mean that the crystal gains free energy by forming new surface while it exchanges atoms with the gas.

\section{Why a removed line never returns}

The hand calculation rests on a statement about three lines. From (\ref{line}) and (\ref{cross}),
\begin{align}
\gamma_i-\gamma_j&=(\Gamma_j-\Gamma_i)\mu-(a_j-a_i)\nonumber\\
&=(\Gamma_j-\Gamma_i)(\mu-\mu_{ij}).
\label{diff}
\end{align}
If $\Gamma_i<\Gamma_j$, the first factor is positive. Line $j$ is then lower for $\mu>\mu_{ij}$ and line $i$ for $\mu<\mu_{ij}$.

Let $\Gamma_l<\Gamma_k<\Gamma_m$. Line $k$ is below $l$ when $\mu>\mu_{lk}$, and below $m$ when $\mu<\mu_{km}$. Both can hold together if and only if
\begin{equation}
\mu_{lk}<\mu_{km}.
\label{keep}
\end{equation}
If instead $\mu_{lk}\ge\mu_{km}$, every $\mu$ satisfies $\mu\le\mu_{lk}$ or $\mu\ge\mu_{km}$. In the first case $\gamma_l\le\gamma_k$, in the second $\gamma_m\le\gamma_k$. Deleting $k$ therefore leaves the minimum unchanged at every $\mu$. Lines added later can lower that minimum but cannot raise it, so $k$ never has to be reconsidered.

Since both slope differences are positive, the condition for removal can be multiplied out without changing its direction:
\begin{equation}
(a_k-a_l)(\Gamma_m-\Gamma_k)\ge(a_m-a_k)(\Gamma_k-\Gamma_l).
\label{test}
\end{equation}
This form needs no division. We call one evaluation of it a sweep test.

\section{The general algorithm}

\begin{enumerate}
\item Convert each slab to a pair $(\Gamma_i,a_i)$.
\item Sort by $\Gamma$, and by $a$ among equal $\Gamma$. Keep the first line of each slope.
\item For each new line $m$, as long as the stack holds at least two lines, let $k$ be the top and $l$ the one below. If (\ref{test}) holds, remove $k$ and repeat; otherwise stop. Then put $m$ on the stack.
\item Compute the crossings of neighbours in the stack and cut the resulting intervals to the window of $\mu$.
\end{enumerate}

To prove correctness, we show that two properties hold after each line is read: the crossings of neighbours in the stack strictly increase, and the minimum over the stack equals the minimum over all lines read. Both hold for one or two lines. When a new line arrives, removals do not change the minimum, by the three-line statement. They end when the new crossing exceeds the one below it, or when one line is left. Adding the new line then preserves both properties.

Number the final stack $1,\dots,h$ and choose $\mu$ between $\mu_{i-1,i}$ and $\mu_{i,i+1}$, with a missing crossing at either end replaced by $\mp\infty$. This $\mu$ lies above all earlier crossings and below all later ones. Equation (\ref{diff}), applied to neighbours, gives
\begin{equation}
\gamma_1>\dots>\gamma_{i-1}>\gamma_i<\gamma_{i+1}<\dots<\gamma_h .
\end{equation}
Each line in the stack is thus lowest on its own open interval, and these intervals cover the $\mu$ axis apart from the crossings. Nothing is missing and nothing is superfluous.

Two conventions enter through ties. Identical lines are reported once. A line that meets the envelope at a single point, where three lines cross, satisfies (\ref{test}) with equality and is removed; it is degenerate there but has no stability range. As a numerical check, 400 random lists, in whose sweeps 24 tests gave equality, were compared in rational arithmetic with direct minimisation between all pairwise crossings. The lines and intervals agreed in every case. In floating-point arithmetic equality is not detected reliably, and such a line may survive with an interval of rounding-error width; intervals narrower than a tolerance should then be discarded.

``Every stable termination'' means every one in the list supplied. A structure that was never computed cannot be found.

\section{What it costs}

Let $m\ge3$ slopes be distinct. Each sweep test either removes a line or ends the loop for the current line. The first and last lines are never removed, so there are at most $m-2$ removals. The first two lines need no test, so at most $m-2$ tests end a loop. Both maxima cannot occur together: if $m-2$ lines are removed, the last arrival has reduced the stack to one line, and its loop ended without a failed test. Hence
\begin{equation}
\text{number of sweep tests}\le2m-5 .
\end{equation}
In the example $m=8$, the bound is 11, and 8 tests were used. The sweep is linear, and so is the cutting to the window. The $O(N\log N)$ of the whole method comes from the sort.

Can another method avoid this cost? Consider dimensionless lines $\Gamma=x$, $a=x^2$ with distinct $x$. Two of them cross at
\begin{equation}
\frac{x_j^2-x_i^2}{x_j-x_i}=x_i+x_j .
\end{equation}
For sorted $x$ the neighbouring crossings increase, so all $N$ lines are stable, and listing them in order of $\mu$ sorts the numbers $x$. There are $N!$ possible orders, and $q$ yes/no answers distinguish at most $2^q$ of them. A method that uses such answers to list the stable terminations in order of $\mu$ therefore needs, in the worst case, at least
\begin{equation}
\log_2N!\ge\frac N2\log_2\frac N2
\end{equation}
of them, because at least $N/2$ factors of $N!$ are no smaller than $N/2$. In this worst case all $N$ lines are stable. If only $h$ are, stepping from one stable line to the next by a scan over all lines costs $O(Nh)$, which beats the sort when $h$ is small compared with $\log_2N$.

For $N=16384$ shuffled lines of this kind, the sort used 207954 comparisons, against $\log_2N!\approx205747$ and $N\log_2N=229376$. The sweep added 16382 tests. Lowering the last line until it removes all lines but the first raises this to $32763=2N-5$, so the bound is reached.

The lower bound does not apply if slopes can serve as addresses. When all slabs share one cell, $n_X-n_M$ is an integer. One pass stores the lowest $a$ for each integer, and a second pass reads the integers in order. For a range of $R$ integers the cost is $O(N+R)$.

\section{How narrowly a termination misses}

A list of stable terminations does not say how close the others came. For this, plot each termination as a point $(\Gamma_i,a_i)$. By (\ref{cross}), $\mu_{ij}$ is the slope of the segment joining two points. Increasing crossings mean increasing slopes, so the lines of the full envelope are the corners of the lower convex hull. Those stable in the window are the corners whose intervals overlap it.

Let $e(\mu)$ be the envelope, and let a missed termination $i$ have $\Gamma_i$ between those of neighbouring corners $p$ and $q$. Its gap to the envelope is
\begin{equation}
\gamma_i(\mu)-e(\mu)=a_i-\left[e(\mu)+\Gamma_i\mu\right].
\end{equation}
The bracket has slope $\Gamma_i-\Gamma_s$, where $s$ is the termination stable at $\mu$. This is positive below $\mu_{pq}$ and negative above it. The gap is therefore smallest at $\mu_{pq}$, where $e=a_p-\Gamma_p\mu_{pq}$:
\begin{equation}
\delta_i=a_i-\left[a_p+\mu_{pq}(\Gamma_i-\Gamma_p)\right].
\label{gap}
\end{equation}
The bracket is now the height of the hull at $\Gamma_i$. For \texttt{X/4}, between \texttt{S} and \texttt{X},
\begin{equation}
\delta=0.0950-(0.1000-0.6\times0.0125)=0.0025\ \text{eV/\AA}^2 ,
\end{equation}
or 0.05~eV per $(1\times1)$ cell of one face. For \texttt{X/2} the gap is 0.0075~eV/\AA$^2$. \texttt{S*} has the same gap, simply its distance from the parallel line \texttt{S}. Equation (\ref{gap}) gives the smallest gap on the whole $\mu$ axis. If $\mu_{pq}$ lies outside the window, the smallest gap inside it is larger and occurs at the nearer edge. Likewise \texttt{M2} and \texttt{X2} are corners of the hull but miss inside the window, each by 0.020~eV/\AA$^2$ at its edge.

The hull also has a direct physical reading. A surface with one quarter of its area in state \texttt{X} and three quarters in state \texttt{S} has the same excess as \texttt{X/4}, but $a=0.25\times0.07+0.75\times0.10=0.0925$~eV/\AA$^2$, which is lower. At this fixed excess the uniform \texttt{X/4} surface would gain by separating into patches, if the free energy of the patch boundaries is neglected. Disorder is left out as well. If cells of \texttt{S} and \texttt{X} mixed at random without interaction, the mixing entropy at quarter coverage would lower the free energy by 0.044~eV per cell at 900~K, close to the gap of \texttt{X/4}, and the change from 10\% to 90\% \texttt{X} would spread over a pressure factor $9^4\approx6.6\times10^3$. Such a surface changes its excess continuously and is not one straight line, so the sharp transitions of the envelope describe ordered terminations only.

The gap shows how accurate the input must be. If each $a_i$ is uncertain by at most $\varepsilon$, the point and the hull can each move by $\varepsilon$, so $\delta_i$ changes by at most $2\varepsilon$. The rejection of \texttt{X/4} is secure if $\varepsilon<0.00125$~eV/\AA$^2$, or 0.025~eV per $(1\times1)$ cell of one face. With larger errors it should be kept as a candidate. By (\ref{cross}), the crossing of two given lines moves by at most $2\varepsilon/|\Gamma_j-\Gamma_i|$, so this bound is widest for terminations of similar excess per area.

\section{Reading the result as pressure}

For an ideal gas at fixed temperature the chemical potential of a molecule obeys $d\mu_{X_2}=v\,dp=k_BT\,dp/p$, with $v$ the volume per molecule. One X atom carries half of it, and $\mu=0$ at $p_0$, so
\begin{equation}
\mu=\tfrac12k_BT\ln\frac{p}{p_0},\qquad
\frac{p_2}{p_1}=\exp\frac{2(\mu_2-\mu_1)}{k_BT}.
\end{equation}
At 900~K, $k_BT=0.07756$~eV. The interval of \texttt{S} is 0.6~eV wide and spans a pressure factor $\exp(1.2/0.07756)\approx5.2\times10^6$. The interval of \texttt{X} inside the window has the same width. Starting from $p_0$ at this temperature, a purge must therefore lower the X$_2$ pressure by a factor of about five million before \texttt{S} replaces \texttt{X} in equilibrium. Atomic layer deposition usually runs well below 900~K, where the factor is much larger: for the same width of 0.6~eV it is about $10^{12}$ at 500~K. The width does not stay the same, because it is measured from $g_X$, which rises on cooling: by about 0.48~eV between 900 and 500~K for O$_2$ at 1~bar. The vibrations of the adsorbed atoms typically offset only part of this, so the factor is then larger by many further orders of magnitude. The next transition, from \texttt{S} to \texttt{M/2} at $-1.2$~eV, requires $p/p_0=\exp(-2.4/0.07756)\approx4\times10^{-14}$. If $p_0$ is 1~bar, this is about $4\times10^{-9}$~Pa. For comparison, one part per billion of X$_2$ in a purge gas at 100~Pa already has a partial pressure of $10^{-7}$~Pa. The transition to \texttt{M} lies lower still. An interval inside the window is therefore allowed by thermodynamics, but need not be reachable by changing the gas pressure.

Whether the surface follows during a purge depends on desorption rates, which the envelope does not contain.

\section{Where care is needed}

\textbf{Area.} The lines must refer to equal areas. Without the division by $2A$, the slabs \texttt{M} and \texttt{M/2} both have excess $-2$, with intercepts $0.185\times40=7.4$ and $0.130\times80=10.4$~eV. They look parallel, and \texttt{M/2} is discarded although it is stable over 1~eV. The comparison fails because the second slab has twice the surface.

\textbf{Temperature.} If $\mu$ is changed by heating at fixed pressure, the intercepts change as well and the lines are no longer fixed. A new envelope is then needed at each temperature. With fixed areas the slopes do not change, so the order by slope can be reused. Among lines of equal slope the lowest one may change, and must be chosen again in one pass. Each further temperature then costs $O(N)$.

\textbf{Other compositions.} For a compound MX$_y$, bulk equilibrium reads $\mu_M+y\mu_X=g$, with $g$ the free energy per formula unit, and
\begin{equation}
2A\gamma=G-n_Mg-(n_X-yn_M)\mu_X .
\end{equation}
The excess becomes $(n_X-yn_M)/(2A)$, and the sweep is unchanged. With a second independent reservoir, such as hydrogen left by a precursor, the lines become planes. A single sorted slope no longer orders them, so one sweep cannot give the whole map. At a fixed value of the second chemical potential the planes reduce to lines with shifted intercepts, and the sweep can be used again.

\textbf{Equilibrium.} The surface is assumed to exchange atoms freely with bulk MX and with the gas. Ligands that remain bound, or a half-reaction that stops at a barrier, can hold a growing film in a termination that is not on the envelope. The envelope then shows which termination has the lowest surface free energy, not the state observed or the path towards equilibrium. The full set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
random lists checked exactly: 400
triple crossings met in them: 24
g_MX, g_M, g_X = -10.0, -3.0, -4.0 eV
area of (1x1) cell = 20 angstrom^2, two faces per slab
name cells n_M n_X  G(eV)  Gamma(1/A^2)  a(eV/A^2)
X/2    2   12  14   -120.6    0.0250     0.0925
S      1    6   6    -56.0    0.0000     0.1000
M2     1    8   4    -49.8   -0.1000     0.3550
X      1    6   8    -65.2    0.0500     0.0700
M/2    2   14  12   -121.6   -0.0250     0.1300
S*     1    6   6    -55.7    0.0000     0.1075
X2     1    6  10    -72.4    0.1000     0.0900
M      1    8   6    -64.6   -0.0500     0.1850
X/4    4   24  26   -232.8    0.0125     0.0950
sweep: new, top, crossing below top, crossing top-new (eV), action
M/2  M     -3.400  -2.200 keep
S    M/2   -2.200  -1.200 keep
X/4  S     -1.200  -0.400 keep
X/2  X/4   -0.400  -0.200 keep
X    X/2   -0.200  -0.900 remove
X    X/4   -0.400  -0.667 remove
X    S     -1.200  -0.600 keep
X2   X     -0.600   0.400 keep
sort comparisons 19, sweep tests 8
full envelope: M2 M M/2 S X X2
window of dmu: -3.00 to 0.00 eV
stable: name, from, to (eV), gamma at both ends (eV/A^2)
M     -3.00  -2.20   0.0350   0.0750
M/2   -2.20  -1.20   0.0750   0.1000
S     -1.20  -0.60   0.1000   0.1000
X     -0.60   0.00   0.1000   0.0700
transitions in hartree: -0.08085 -0.04410 -0.02205
smallest gap of X/2  = 0.0075 eV/A^2
smallest gap of S*   = 0.0075 eV/A^2
smallest gap of X/4  = 0.0025 eV/A^2
lost without division by area: M/2
temperature 900 K, kT = 0.07756 eV
X2 pressure factor across S interval = 5.24e+06
N, sort comparisons, N log2 N, log2(N!), sweep tests, most tests
1024 8906 10240 8769 1022 2043
4096 43817 49152 43250 4094 8187
16384 207954 229376 205747 16382 32763
\end{verbatim}
